Semiconductor Bloch equations and the separate causes of exciton bleaching

**Result**

Let F_k = f_e,k + f_h,k be the electron and hole occupations of the two bands coupled by light, and p_k their interband coherence. In Hartree-Fock, with ħ = 1,

i ∂p_k/∂t = [e_k − Σ′ V_{k−k′} F_k′] p_k − (1 − F_k) Ω_k

∂f_e,k/∂t = ∂f_h,k/∂t = −2 Im(Ω_k p_k*)

Ω_k = d_k ℰ + Σ′ V_{k−k′} p_k′

The sums run over k′. At linear order in the field ℰ this is the driven Wannier equation. When carriers are present, the exciton line changes for three reasons: 1 − F blocks the optical source d ℰ, the same factor blocks the Coulomb attraction, and V F renormalizes the pair energy by exchange. Both of the first two come from the factor 1 − F and are called phase-space filling here; some authors keep that name for the source term alone and count the blocked attraction with exchange. To first order in F, with real 1s function φ, energy E, constant dipole and A = Σ φ_k, the relative changes δS/S of the optical strength S are

filling: Σ F_k [−φ_k² + 2(e_k − E) φ_k g_k/A]

exchange: −(2/A) Σ (V F)_k φ_k g_k

where g, defined below, is the response of the exciton to a point source. Filling is thus more than the blocked source −Σ F φ/A, and for the two-dimensional exciton in a cold plasma it even has the opposite sign.

**1. One pair of states, no Coulomb interaction**

For a single k with levels ε_c and ε_v and coupling −ℰ(d c†v + h.c.), define p = <v†c>, f_e = <c†c>, f_h = 1 − <v†v>. The commutator gives

i ∂p/∂t = (ε_c − ε_v) p − d ℰ (<v†v> − <c†c>) = (ε_c − ε_v) p − (1 − F) d ℰ

A weak probe sees the strength |d|²(1 − F) at an unshifted energy. Bleaching here is source blocking and nothing else.

**2. Many k, with interaction**

The model is homogeneous, and the interaction conserves the band index:

H_int = ½ Σ V_q a†_{λ,k+q} a†_{λ′,k′−q} a_{λ′,k′} a_{λ,k},  q ≠ 0

The area factor is inside V_q, and V_q = V_{−q}. The term q = 0 is cancelled by the neutralizing background. Commuting a_{λk} past either creation operator gives two equal terms, which remove the ½:

[a_{λk}, H_int] = Σ V_q a†_{λ′,k′−q} a_{λ′,k′} a_{λ,k−q}

Let ρ_{λμ}(k) = <a†_{μk} a_{λk}>. Its equation of motion contains <a†_{μk}[a_{λk}, H_int]>, a four-operator average. Hartree-Fock factorizes it:

<a†₁a†₂a₃a₄> = <a†₁a₄><a†₂a₃> − <a†₁a₃><a†₂a₄>

In a homogeneous state only averages at equal k survive. The first product then needs q = 0 and is absent. The second needs k′ = k and gives

−Σ V_q ρ_{λλ′}(k−q) ρ_{λ′μ}(k) = (Σ^x ρ)_{λμ},  Σ^x_k = −Σ′ V_{k−k′} ρ_k′

The commutator with a†_{μk} supplies −ρΣ^x. Therefore i ∂ρ_k/∂t = [h_k, ρ_k], where h is the band energy plus Σ^x plus the field term. Its elements follow from ρ_cv = p, ρ_cc = f_e, ρ_vv = 1 − f_h:

h_cv = −d ℰ − Σ′ V p = −Ω

h_cc − h_vv = ε_c − ε_v − Σ′ V (F − 1) = e_k − (V F)_k

with e_k = ε_c − ε_v + Σ′ V_{k−k′}. The last sum is exchange with the full valence band and belongs to the gap of the unexcited crystal. The cv element of the commutator is

i ∂p/∂t = (h_cc − h_vv) p + h_cv (ρ_vv − ρ_cc)

which is the stated equation. The cc element is i ∂f_e/∂t = −Ωp* + pΩ* = −2i Im(Ωp*), and the vv element has the opposite sign, so f_h grows like f_e.

Setting V = 0 returns section 1. The factorization holds for a Gaussian state at one instant. A test with the full many-body commutator in such a state, with f_e ≠ f_h, confirms every sign and factor. Later the true state develops correlations, and the equations become an approximation.

**3. Linear order: the Wannier equation**

Start from the full valence band, F = 0. Then p is of order ℰ, and f is of order ℰ² because its rate is a product of Ω and p. More precisely, the commutator form preserves ρ² = ρ, whose cc element reads f² + |p|² = f. At first order both F terms drop:

i ∂p_k/∂t = e_k p_k − Σ′ V_{k−k′} p_k′ − d_k ℰ

The homogeneous equation is (e − V)φ = Eφ. For e_k = E_g + k²/2μ its real-space form is

[−∇²/2μ − V(r)] φ(r) = (E − E_g) φ(r)

The repulsion V between electrons appears as an electron-hole attraction. Write H = e − V. For ℰ ∝ e^{−iωt}, (H − ω)p = d ℰ, and expansion in eigenfunctions gives

Σ d_k* p_k/ℰ = Σ_n |Σ_k d_k* φ_n,k|²/(E_n − ω)

For constant d the strength is proportional to |φ_n(r=0)|².

In this model the linear limit goes beyond mean field. The interaction conserves the number of electrons in each band, so one optically created pair cannot generate further pairs. A test on a small ring of k points finds the exact one-pair Hamiltonian equal to e − V.

**4. A probe on existing carriers**

Let F be frozen, incoherent and uncorrelated, with F < 1. A weak probe changes F at second order, so p obeys a linear equation:

(L − ω) p = (1 − F) d ℰ,  L = e − (V F) − (1 − F)V

Here (V F) multiplies by a function of k, whereas V in the last term is a matrix. L is not Hermitian, but p = (1 − F)^{1/2} u turns it into

e − (V F) − (1 − F)^{1/2} V (1 − F)^{1/2}

which is. The energies are real, and the strengths |Σ d*(1 − F)^{1/2} u|² are not negative. By completeness they add up to Σ|d|²(1 − F). If the source factor alone were replaced by 1, the total would be Σ|d|², whatever L is. Source blocking therefore removes strength from the spectrum, while the two Coulomb terms move it between the exciton and other transitions.

**5. First order in F**

Write L = H + U with

U = F V − (V F)

The first term is blocked attraction, the second exchange. For real φ and Vφ = (e − E)φ, the energy shift <φ|U|φ> is

ΔE = Σ F (e − E) φ² − Σ (V F) φ²

Filling raises the level and exchange lowers it. Written as one double sum,

ΔE = Σ Σ′ V_{k−k′} F_k φ_k′ (φ_k − φ_k′)

the bracket vanishes at k = k′, so the strongest part of the interaction cancels between the two.

For the strength take d = 1. The pole residue is the sum over the right eigenvector times the sum over the left eigenvector weighted with 1 − F. At zeroth order both equal A. Define

g = Σ_{n≠1s} φ_n (Σ_k φ_n,k)/(E − E_n)

First-order perturbation theory changes the sum of the right vector by <g|U|φ> and that of the left vector by <φ|U|g>. Hence

δS/S = −Σ Fφ/A + [<g|U|φ> + <φ|U|g>]/A

From its definition, g satisfies (E − H)g = 1 − Aφ, or

V g = 1 − Aφ + (e − E) g

Inserting Vφ and Vg gives the three contributions:

source: −Σ Fφ/A

attraction: Σ Fφ [1 − Aφ + 2(e − E)g]/A

exchange: −2 Σ (V F) φ g/A

The 1 in the attraction term cancels the source term, leaving the filling formula stated at the start.

**6. The two-dimensional exciton**

Take parabolic bands and dielectric constant ε. Lengths are in a = ε/μ bohr, energies in Ry = μ/(2ε²) hartree, measured from the gap. Then e = k², V(r) = 2/r, V_q = 4π/q, and Σ_k means ∫d²k/(2π)².

For φ(r) = A e^{−2r}, ∇²φ = (4 − 2/r)φ, so E = −4. Normalization gives A²·2π/16 = 1, or A² = 8/π. With x = 2/√(4 + k²) the Fourier transform is

φ_k = 4πA/(4 + k²)^{3/2} = √(2π) x³

For g(r) = e^{−2r} w(r), the equation (E − H)g = δ(r) − A²e^{−2r} becomes, for r > 0,

w″ + (1/r − 4)w′ = −A²

that is, (r e^{−4r} w′)′ = −A² r e^{−4r}. The delta function requires r w′ → 1/(2π) = A²/16 at the origin. Integration gives r w′ = A²(r/4 + 1/16), and

w = A² (r/4 + (ln r)/16 + C)

Orthogonality to φ, ∫ r e^{−4r} w dr = 0, reads 1/128 + (1 − γ − 2 ln 2)/256 + C/16 = 0, with γ Euler's constant. So C = −1/8 − (1 − γ − 2 ln 2)/16.

The logarithm needs one transform. Average ∫e^{−zr} ln r dr = −(γ + ln z)/z over the angle θ in z = α + ik cos θ. With s = √(α² + k²), β = (s + α)/2 and η = (s − α)/k,

z = β(1 + iηe^{iθ})(1 + iηe^{−iθ}),  β(1 + η²) = s

Expanding 1/z and ln z in powers of η, the averages are 1/s for 1/z and [ln β + 2 ln(1 + η²)]/s = ln(s²/β)/s for (ln z)/z. Thus

∫ e^{−αr} J₀(kr) ln r dr = [−γ + ln((s + α)/(2s²))]/s

Applying −d/dα at α = 2, where s = 2/x, gives

Λ = ∫ r e^{−2r} J₀ ln r dr = (x³/4)[2 − γ − 2 ln 2 + ln(x(1+x))] − x²/4

The same integral without the logarithm is x³/4, and with r in its place (3x⁵ − x³)/8. Since 2πA² = 16,

g = (3x⁵ − x³)/2 + Λ + 4C x³ = ¼[6x⁵ − 3x³ − x² + x³ ln(x(1+x))]

Euler's constant has cancelled. Using e − E = 4/x² and φ/A = πx³/2, filling becomes δS/S = Σ F_k Q_k with

Q = −2πx⁶ + 4πx g = π[4x⁶ − 3x⁴ − x³ + x⁴ ln(x(1+x))]

Q is π ln 2 at k = 0 and changes sign at ka = 0.771. Carriers below this momentum strengthen the line through filling; those above weaken it.

**7. Two limits**

Flat occupation. If F is a constant F₀ over the momenta of the exciton, the attraction is simply scaled by 1 − F₀. In two dimensions A² scales as the square of the attraction, so S scales as (1 − F₀)³, one factor coming from the source. The formula must give −3F₀. With k dk = −4x^{−3}dx,

Σ Q = 2∫₀¹ [4x³ − 3x − 1 + x ln x + x ln(1+x)] dx = 2(1 − 3/2 − 1 − ¼ + ¼) = −3

as required. Exchange is then nearly a rigid shift, which leaves the wavefunction alone.

Cold dilute plasma. Let n electrons and n holes per area occupy momenta far below 1/a, still with F ≪ 1. Then Σ F G = 2n G(0) for smooth G, and (V F)_k = 8πn/k. In units of na², source blocking gives −2φ₀/A = −π, filling 2Q(0) = 2π ln 2, and attraction the difference π(1 + 2 ln 2). For exchange put k = 2 tan θ, so x = cos θ = c:

−(8/A)∫ φ g dk = −2πK

K = ∫₀^{π/2} [6c⁶ − 3c⁴ − c³ + c⁴ ln c + c⁴ ln(1+c)] dθ

The first three terms give 15π/16 − 9π/16 − 2/3. Differentiating the recurrence for ∫c^p dθ with respect to p gives 7π/64 − (3π/16) ln 2 for the fourth. Integration by parts reduces the fifth to (3/8)∫ln(1+c)dθ + 13/24 − 9π/64, and ∫ln(1+c)dθ = 2G − (π/2) ln 2, where G is Catalan's constant. Altogether

K = 11π/32 − 1/8 + 3G/4 − (3π/8) ln 2 = 0.825

The strength changes are −3.14 (source), +7.50 (attraction) and −5.19 (exchange), in total −0.83 na². Filling alone, +4.36, would brighten the exciton; exchange turns the sum into weak bleaching.

For the energy, filling gives 2·4·φ₀² = 16π and exchange −4∫φ²dk = −16π∫c⁴dθ = −3π²:

ΔE = (16π − 3π²) na² Ry = 20.7 na² Ry

**8. A thermal plasma in numbers**

Choose m_e = 0.1, m_h = 0.4 and ε = 10. Then μ = 0.08, a = 125 bohr = 6.61 nm and Ry = 4.00×10⁻⁴ hartree = 10.9 meV; the exciton is bound by 43.5 meV. This is the limit of a layer much thinner than a. A well of finite width weakens V_q at large q. For 5 nm with infinite barriers the binding falls to about 25 meV, the total bleaching below grows to about 2.9% at 100 K and 2.1% at 300 K, and the line shift at 300 K turns slightly negative. The positive filling of a cold plasma and the sign change of the attraction term with temperature remain. A density of 10¹⁰ cm⁻² per species, in the coupled spin states, gives

na² = 10¹⁰ × (6.615×10⁻⁷)² = 0.00438

The occupations are taken as Boltzmann distributions of free carriers; their binding into excitons is discussed at the end. The largest, f_e at 100 K, is 0.056, so neglecting degeneracy changes the occupations by only a few percent.

At 100 K the coefficients of na² are −1.96, +0.84 and −2.05 for source, attraction and exchange. Multiplication by 0.00438 gives

δS/S = −0.86% + 0.37% − 0.90% = −1.39%

Filling accounts for −0.49%, little more than half of what source blocking alone suggests. At 300 K

δS/S = −0.56% − 0.24% − 0.43% = −1.24%

(here and below, sums are taken before rounding).

The attraction term has changed sign. Its part of Q is positive at small k and negative above ka ≈ 1.1, and hotter carriers sit at larger k. Filling (−0.81%) now exceeds exchange. The total falls by only about a tenth, while exchange is halved and attraction changes sign, so the size of the bleaching alone does not identify its cause.

The line shifts by 1.32 − 0.97 = +0.35 meV at 100 K and by 0.81 − 0.71 = +0.09 meV at 300 K. The band edge, shifted by −(V F) at k = 0, falls by 1.60 and 0.92 meV. The binding energy thus drops by about 1.95 and 1.02 meV, although the line itself barely moves.

Diagonalizing L at the actual density gives −1.39% and +0.36 meV at 100 K, close to first order. Tests on a momentum grid, with each mechanism switched on separately, confirm the coefficients at both temperatures; the values are in the numerical output.

These numbers belong to bare Hartree-Fock. Screening by the plasma and collision broadening are left out. Static classical screening replaces V_q by 4π/(q + κ), with κ = 8πn/k_BT in the units of section 6. Used in the Wannier equation, it alone lowers S by about 5.5% at 100 K and 1.9% at 300 K. A constant κ is the long-wavelength limit and overstates the effect, because the exciton samples momenta comparable to the thermal ones. The static response of the same plasma at finite q gives about 2.5% and 1.2%, of the same order as the three mechanisms together. Both estimates ignore the finite response time of the plasma, whose plasma frequency at q = 2/a is about 0.5 Ry against a binding of 4 Ry. They show that the numbers above compare mechanisms and do not predict a measured bleaching. Broadening also lowers the absorption peak without changing S. Carriers bound into excitons have pair correlations, which add further terms linear in n. In equilibrium, counting only the 1s state of the coupled spins, the free fraction α follows from α²/(1 − α) = (k_BT/4πn) e^{−4/k_BT} in the same units. This gives α ≈ 0.26 at 100 K and 0.90 at 300 K, so the 100 K example describes a plasma that has not yet formed excitons. If the pump coherence survives, the probe also drives changes of F at first order. In both cases frozen, uncorrelated occupations are no longer sufficient.

Computed values

```
Bloch equations vs Fock space, max error: 1.8e-16
Wannier matrix vs one-pair sector, max error: 0.0e+00
Field doubled: nonlinear part of p grows by 8.003
Field doubled: occupation grows by 3.999
Grid 1s and 2s energies: -4.0000, -0.4444 Ry
Grid S0 / closed-form S0: 0.99960
Masses m_e, m_h, mu: 0.10, 0.40, 0.080 electron masses
Dielectric constant: 10.0
Length a: 125.00 bohr = 6.6147 nm
Energy Ry: 4.000e-04 hartree = 10.8846 meV
1s binding energy, no plasma: 43.538 meV
Density per species: 1.0e+10 cm^-2; n a^2 = 0.00438
Filling kernel changes sign at k a = 0.7714
Catalan constant G: 0.915966; constant K: 0.825302
Cold-limit coefficients of n a^2:
  S/S0 source, attraction: -3.1416, 7.4968
  S/S0 filling sum, exchange: 4.3552, -5.1855
  S/S0 total: -0.8304
  energy filling, exchange: 50.2655, -29.6088 Ry
  energy total: 20.6567 Ry
T = 100 K; kT = 0.7917 Ry
  widths w_e a, w_h a: 0.9948, 1.9896
  peak f_e, f_h: 0.0556, 0.0139
  S/S0 coefficients source, attraction, exchange: -1.9562, 0.8360, -2.0489
  same from grid: -1.9566, 0.8364, -2.0489
  S change source, attraction: -0.856, 0.366 percent
  S change filling sum, exchange: -0.490, -0.896 percent
  S change first order, finite density: -1.387, -1.393 percent
  1s shift filling, exchange: 1.3242, -0.9705 meV
  1s shift first order, finite density: 0.3537, 0.3586 meV
  band-edge shift: -1.5995 meV
T = 300 K; kT = 2.3751 Ry
  widths w_e a, w_h a: 1.7230, 3.4461
  peak f_e, f_h: 0.0185, 0.0046
  S/S0 coefficients source, attraction, exchange: -1.2900, -0.5518, -0.9850
  same from grid: -1.2903, -0.5516, -0.9850
  S change source, attraction: -0.564, -0.241 percent
  S change filling sum, exchange: -0.806, -0.431 percent
  S change first order, finite density: -1.237, -1.242 percent
  1s shift filling, exchange: 0.8069, -0.7146 meV
  1s shift first order, finite density: 0.0924, 0.0926 meV
  band-edge shift: -0.9234 meV
```
